# Level shift of a 5 nm silicon fin narrowed by 0.5 nm: verification in Python

```python
"""Ground-level shift of a hard-wall silicon fin when it narrows.

Result under test: E1 = pi^2 hbar^2 / (2 m W^2), and narrowing W by d gives
    shift = E1(W) * ((1 - d/W)^(-2) - 1), about 11 meV
for W = 5 nm, d = 0.5 nm and confinement mass m = 0.315 electron masses.
Lengths are in nm, energies in eV inside the program; masses are in units
of the free-electron mass. C is hbar^2/(2 m0) in eV nm^2.
Levels are checked by finite-difference diagonalization. Neglected effects
are sized one at a time with rough typical silicon and oxide parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvals_banded, solve_banded
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
KT = sc.k * 300.0 / sc.e
E2_EPS0 = sc.e / sc.epsilon_0 * 1e9          # e^2/epsilon0 in eV nm
W, D, M = 5.0, 0.5, 0.315
WN = W - D
ML, MT = 0.92, 0.19
BARRIER, M_OX, ALPHA = 3.1, 0.5, 0.5
EPS_SI, EPS_OX = 11.7, 3.9
FIELD_MV_CM, DENSITY_CM2, HEIGHT = 0.1, 5e12, 50.0
FIELD = FIELD_MV_CM * 0.1                    # V/nm
DENSITY = DENSITY_CM2 * 1e-14                # 1/nm^2


def level(width, mass=M, n=1):
    """Closed hard-wall formula."""
    return C * (n * np.pi / width)**2 / mass


def mesh_level(width, mass=M, cells=800, potential=None):
    """Lowest eigenvalue of the discretized hard-wall Hamiltonian."""
    h = width / cells
    x = h * np.arange(1, cells)
    diagonal = np.full(cells - 1, 2 * C / (mass * h**2))
    if potential is not None:
        diagonal = diagonal + potential(x)
    off = np.full(cells - 2, -C / (mass * h**2))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


# Hard-wall levels, shift and mesh convergence
e_wide, e_narrow = level(W), level(WN)
shift = e_wide * ((1 - D / W)**-2 - 1)
mesh_shift = mesh_level(WN) - mesh_level(W)
coarse_shift = mesh_level(WN, cells=400) - mesh_level(W, cells=400)
assert abs(mesh_level(W) / e_wide - 1) < 1e-5
assert abs(mesh_level(WN) / e_narrow - 1) < 1e-5
assert abs(mesh_shift / shift - 1) < 1e-5
assert abs(1e3 * mesh_shift - 11) < 0.5

# Expansion coefficients against numerical derivatives of mesh levels
step = 0.05
e_minus, e_mid, e_plus = [mesh_level(W + s) for s in (-step, 0, step)]
slope = (e_plus - e_minus) / (2 * step)
curvature = (e_plus - 2 * e_mid + e_minus) / step**2
first = 2 * e_wide * D / W
second = first + 3 * e_wide * (D / W)**2
assert abs(-slope * D / first - 1) < 1e-3
assert abs((-slope * D + curvature * D**2 / 2) / second - 1) < 1e-3

# Masses of a tilted valley: tensor, then diagonalization with cross term
normal = np.array([1, 1, 0]) / np.sqrt(2)
channel = np.array([1, -1, 0]) / np.sqrt(2)
inverse_tilted = np.diag([1 / ML, 1 / MT, 1 / MT])
inverse_vertical = np.diag([1 / MT, 1 / MT, 1 / ML])
w_nn = normal @ inverse_tilted @ normal
w_nc = normal @ inverse_tilted @ channel
w_cc = channel @ inverse_tilted @ channel
m_tilted = 2 * ML * MT / (ML + MT)
m_channel = (ML + MT) / 2
assert abs(1 / w_nn - m_tilted) < 1e-12
assert abs(m_tilted - M) < 5e-4
assert abs(1 / (normal @ inverse_vertical @ normal) - MT) < 1e-12


def tilted_level(k_channel, cells=800):
    h = W / cells
    bands = np.zeros((2, cells - 1), dtype=complex)
    bands[1] = C * (2 * w_nn / h**2 + w_cc * k_channel**2)
    bands[0, 1:] = C * (-w_nn / h**2 - 1j * w_nc * k_channel / h)
    return eigvals_banded(bands, select='i', select_range=(0, 0))[0]


for k_test in (-0.5, 0.0, 0.3, 0.5):
    expected = level(W, m_tilted) + C * k_test**2 / m_channel
    assert abs(tilted_level(k_test) / expected - 1) < 1e-4


# Finite barrier: matching condition against a mesh including the oxide
def barrier_level(width):
    def mismatch(energy):
        k = np.sqrt(M * energy / C)
        kappa = np.sqrt(M_OX * (BARRIER - energy) / C)
        return (k / M * np.sin(k * width / 2)
                - kappa / M_OX * np.cos(k * width / 2))
    return brentq(mismatch, 1e-8, level(width), xtol=1e-14)


def barrier_mesh(width, h=0.005, oxide=2.0):
    cells = round((width + 2 * oxide) / h)
    left, right = round(oxide / h), round((oxide + width) / h)
    cell = np.arange(cells)
    in_fin = (cell >= left) & (cell < right)
    inverse_mass = np.where(in_fin, 1 / M, 1 / M_OX)
    height = np.where(in_fin, 0.0, BARRIER)
    diagonal = (C / h**2 * (inverse_mass[:-1] + inverse_mass[1:])
                + (height[:-1] + height[1:]) / 2)
    return eigh_tridiagonal(diagonal, -C / h**2 * inverse_mass[1:-1],
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


soft_wide, soft_narrow = barrier_level(W), barrier_level(WN)
soft_shift = soft_narrow - soft_wide
delta = M_OX / (M * np.sqrt(M_OX * BARRIER / C))
for width, energy in ((W, soft_wide), (WN, soft_narrow)):
    assert abs(barrier_mesh(width) - energy) < 2e-5
    assert abs(level(width + 2 * delta) / energy - 1) < 0.01
assert soft_shift < shift


# Nonparabolic level against a two-band Hamiltonian
def nonparabolic(width):
    return (np.sqrt(1 + 4 * ALPHA * level(width)) - 1) / (2 * ALPHA)


for width in (W, WN):
    coupling = np.sqrt(C / (M * ALPHA)) * np.pi / width
    two_band = np.array([[0, coupling], [coupling, -1 / ALPHA]])
    assert abs(np.linalg.eigvalsh(two_band)[-1] - nonparabolic(width)) < 1e-10
np_shift = nonparabolic(WN) - nonparabolic(W)


# Transverse field: diagonalization against second-order formula
def field_change(width):
    return mesh_level(width, potential=lambda x: FIELD * (x - width / 2)) \
        - mesh_level(width)


for width in (W, WN):
    estimate = (-(15 - np.pi**2) / (24 * np.pi**4)
                * M * FIELD**2 * width**4 / (2 * C))
    assert abs(field_change(width) / estimate - 1) < 0.02
field_effect = field_change(WN) - field_change(W)


# Electron charge: numerical Poisson solution for sin-squared density
def charge_energy(width, cells=800):
    h = width / cells
    x = h * np.arange(1, cells)
    profile = 2 / width * np.sin(np.pi * x / width)**2
    matrix = np.zeros((3, cells - 1))
    matrix[0, 1:] = matrix[2, :-1] = -1 / h**2
    matrix[1] = 2 / h**2
    potential = solve_banded((1, 1), matrix,
                             E2_EPS0 / EPS_SI * DENSITY * profile)
    mean = h * np.sum(profile * potential)
    rise = mesh_level(width, potential=lambda grid: potential) \
        - mesh_level(width)
    return mean, rise


charge_rises = []
for width in (W, WN):
    mean, rise = charge_energy(width)
    formula = ((1 / 12 + 5 / (8 * np.pi**2))
               * E2_EPS0 * DENSITY * width / EPS_SI)
    assert abs(mean / formula - 1) < 1e-4
    assert abs(rise / mean - 1) < 0.02
    charge_rises.append(rise)
charge_effect = charge_rises[1] - charge_rises[0]


# Dielectric images: boundary matching in wavevector against image sum
def image_energy(width):
    gamma = (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX)
    return -E2_EPS0 / (4 * np.pi * EPS_SI * width) * np.log(1 - gamma)


def matched_image_energy(width):
    def amplitude(k):
        half = k * width / 2
        matrix = [[np.cosh(half), -1], [EPS_SI * np.sinh(half), EPS_OX]]
        source = [-np.exp(-half), EPS_SI * np.exp(-half)]
        return np.linalg.solve(matrix, source)[0]
    integral = quad(amplitude, 0, 40 / width, epsabs=1e-10)[0]
    return E2_EPS0 / (8 * np.pi * EPS_SI) * integral


for width in (W, WN):
    assert abs(matched_image_energy(width) / image_energy(width) - 1) < 1e-6
image_effect = image_energy(WN) - image_energy(W)

# Thermal sheet density in the dilute limit, common band edge as zero
valleys = ((4, M, m_channel, MT), (2, MT, MT, ML))


def sheet_parts(width):
    parts = []
    for count, m_conf, m_a, m_b in valleys:
        states = count * np.sqrt(m_a * m_b) * KT / (2 * np.pi * C)
        levels = level(width, m_conf, np.arange(1, 13))
        parts.append(states * np.sum(np.exp(-levels / KT)))
    return np.array(parts)


for count, m_conf, m_a, m_b in valleys:
    integral_a = quad(lambda k: np.exp(-C * k**2 / (m_a * KT)), -12, 12)[0]
    integral_b = quad(lambda k: np.exp(-C * k**2 / (m_b * KT)), -12, 12)[0]
    counted = 2 * count * integral_a * integral_b / (2 * np.pi)**2
    closed = count * np.sqrt(m_a * m_b) * KT / (2 * np.pi * C)
    assert abs(counted / closed - 1) < 1e-7
parts_wide, parts_narrow = sheet_parts(W), sheet_parts(WN)
thermal_shift = -KT * np.log(parts_narrow.sum() / parts_wide.sum())
light_wide, light_narrow = level(W, MT), level(WN, MT)
assert e_wide < light_wide and e_narrow < light_narrow
assert shift < thermal_shift < light_narrow - light_wide

lattice = sc.physical_constants['lattice parameter of silicon'][0] * 1e9
plane_spacing = lattice / (2 * np.sqrt(2))


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("initial fin width", W, "nm")
show("narrowing", D, "nm")
show("final fin width", WN, "nm")
show("confinement mass used", M, "m0", 3)
show("longitudinal valley mass", ML, "m0")
show("transverse valley mass", MT, "m0")
show("tilted-valley mass from tensor", m_tilted, "m0", 4)
show("tilted-valley channel mass", m_channel, "m0", 3)
show("hbar^2/(2 m0)", C, "eV nm^2", 5)
show("ground level, wide fin", 1e3 * e_wide, "meV")
show("ground level, narrow fin", 1e3 * e_narrow, "meV")
show("hard-wall shift", 1e3 * shift, "meV")
show("hard-wall shift, converted", shift * sc.e * 1e21, "zJ", 3)
show("fractional level rise", 100 * shift / e_wide, "percent")
show("first-order shift", 1e3 * first, "meV")
show("second-order shift", 1e3 * second, "meV")
show("mesh shift, 800 cells", 1e3 * mesh_shift, "meV", 4)
print(f"mesh change, 400 to 800 cells: "
      f"{1e3 * (mesh_shift - coarse_shift):.1e} meV")
show("spacing of (110) atomic planes", plane_spacing, "nm", 3)
show("planes in narrowing", D / plane_spacing, "planes", 1)
show("oxide barrier", BARRIER, "eV")
show("oxide mass", M_OX, "m0")
show("outward wall displacement, each", delta, "nm", 3)
show("finite-barrier level, wide", 1e3 * soft_wide, "meV")
show("finite-barrier level, narrow", 1e3 * soft_narrow, "meV")
show("finite-barrier shift", 1e3 * soft_shift, "meV")
show("barrier effect on shift", 1e3 * (soft_shift - shift), "meV")
show("nonparabolicity", ALPHA, "1/eV")
show("nonparabolic shift", 1e3 * np_shift, "meV")
show("nonparabolic effect on shift", 1e3 * (np_shift - shift), "meV")
show("transverse field", FIELD_MV_CM, "MV/cm")
show("field effect on shift", 1e3 * field_effect, "meV")
print(f"on-state sheet density: {DENSITY_CM2:.1e} cm^-2")
show("charge energy, wide", 1e3 * charge_rises[0], "meV")
show("charge effect on shift", 1e3 * charge_effect, "meV")
show("silicon relative permittivity", EPS_SI, "(no unit)")
show("oxide relative permittivity", EPS_OX, "(no unit)")
show("image energy at centre, wide", 1e3 * image_energy(W), "meV")
show("image effect on shift", 1e3 * image_effect, "meV")
show("fin height", HEIGHT, "nm")
show("height confinement energy", 1e3 * level(HEIGHT, MT), "meV")
show("light-valley level, wide", 1e3 * light_wide, "meV")
show("light-valley level, narrow", 1e3 * light_narrow, "meV")
show("light-valley shift", 1e3 * (light_narrow - light_wide), "meV")
show("temperature", 300.0, "K", 0)
show("thermal energy kT", 1e3 * KT, "meV")
show("light-valley population, wide",
     100 * parts_wide[1] / parts_wide.sum(), "percent")
show("light-valley population, narrow",
     100 * parts_narrow[1] / parts_narrow.sum(), "percent")
show("thermal effective shift", 1e3 * thermal_shift, "meV")
show("density ratio at fixed band edge",
     parts_narrow.sum() / parts_wide.sum(), "(no unit)", 3)
print("done: every assertion held")
```

Output:

```
initial fin width: 5.00 nm
narrowing: 0.50 nm
final fin width: 4.50 nm
confinement mass used: 0.315 m0
longitudinal valley mass: 0.92 m0
transverse valley mass: 0.19 m0
tilted-valley mass from tensor: 0.3150 m0
tilted-valley channel mass: 0.555 m0
hbar^2/(2 m0): 0.03810 eV nm^2
ground level, wide fin: 47.75 meV
ground level, narrow fin: 58.95 meV
hard-wall shift: 11.20 meV
hard-wall shift, converted: 1.795 zJ
fractional level rise: 23.46 percent
first-order shift: 9.55 meV
second-order shift: 10.98 meV
mesh shift, 800 cells: 11.2006 meV
mesh change, 400 to 800 cells: 4.3e-05 meV
spacing of (110) atomic planes: 0.192 nm
planes in narrowing: 2.6 planes
oxide barrier: 3.10 eV
oxide mass: 0.50 m0
outward wall displacement, each: 0.249 nm
finite-barrier level, wide: 39.50 meV
finite-barrier level, narrow: 47.80 meV
finite-barrier shift: 8.30 meV
barrier effect on shift: -2.90 meV
nonparabolicity: 0.50 1/eV
nonparabolic shift: 10.65 meV
nonparabolic effect on shift: -0.55 meV
transverse field: 0.10 MV/cm
field effect on shift: 0.19 meV
on-state sheet density: 5.0e+12 cm^-2
charge energy, wide: 56.30 meV
charge effect on shift: -5.53 meV
silicon relative permittivity: 11.70 (no unit)
oxide relative permittivity: 3.90 (no unit)
image energy at centre, wide: 17.06 meV
image effect on shift: 1.90 meV
fin height: 50.00 nm
height confinement energy: 0.79 meV
light-valley level, wide: 79.16 meV
light-valley level, narrow: 97.73 meV
light-valley shift: 18.57 meV
temperature: 300 K
thermal energy kT: 25.85 meV
light-valley population, wide: 15.98 percent
light-valley population, narrow: 12.55 percent
thermal effective shift: 12.31 meV
density ratio at fixed band edge: 0.621 (no unit)
done: every assertion held
```
